Kibble's cubic boundary in three crossed channels and its Compton factorization

Q: You want one curve to bound electron-photon scattering and pair annihilation together. These are different reactions, with different incoming particles. In what variables could they share a boundary?

A: In invariants defined with all four legs counted as incoming. I use atomic units and scale each four-momentum as p = (E/c², **p**/c), with product p·q = p⁰q⁰ − **p**·**q**, where the bold vectors in the product are the scaled ones. Then p² = m² for a free particle of mass m. The electron has m = 1, but I keep the letter. An invariant multiplied by c⁴ is an energy squared.

With x_i = m_i² and p1 + p2 + p3 + p4 = 0, define

s = (p1+p2)², t = (p1+p3)², u = (p1+p4)².

A leg that really leaves the reaction has negative energy in this convention; its physical momentum is −p. The s channel has 1 and 2 entering, the t channel 1 and 3, the u channel 1 and 4. Reversing all four momenta gives the kinematics of the reverse reaction at the same s, t, u.

Only two invariants are independent, because

s + t + u = 3x1 + x2 + x3 + x4 + 2p1·(p2+p3+p4)
= x1 + x2 + x3 + x4 ≡ K,

where p2+p3+p4 = −p1 was used. Every channel is therefore a region of the same plane.

Q: What quantity would notice the edge of such a region?

A: At the edge of the angular range the momenta are collinear in the centre-of-mass frame, so p1, p2, p3 become linearly dependent. Their Gram determinant then vanishes. I take

Φ = 4 det(p_i·p_j), i, j = 1, 2, 3.

Adding one vector to another leaves this determinant unchanged, and a change of sign of one vector changes it by (−1)² = 1. Since p4 = −(p1+p2+p3), any three of the four legs give the same Φ. One function serves all three channels.

Q: Then compute it, without asking me to trust a large expansion.

A: Replace p2 by P = p1+p2 and use the vectors P, p1, p3. Their products follow from the definitions. From p2 = P − p1 we get x2 = s + x1 − 2P·p1. From p4 = −P − p3 we get x4 = s + x3 + 2P·p3. Hence

P² = s, P·p1 = a/2, P·p3 = −b/2, p1·p3 = B/2,

a = s + δ, δ = x1 − x2,
b = s + ε, ε = x3 − x4,
B = t − x1 − x3.

The 3×3 determinant, multiplied by 4, is

Φ = 4s x1x3 − sB² − x1b² − x3a² − abB. (1)

Collect powers of s. The s² terms give −(x1+x3+B) = −t. The coefficient of s is

4x1x3 − B² − 2x1ε − 2x3δ − B(δ+ε).

Insert B = t − x1 − x3. The part quadratic in t is −t². The part linear in t is

t[2x1 + 2x3 − δ − ε] = tK.

The part without t is

4x1x3 − (x1+x3)² + (x1+x3)(δ+ε) − 2x1ε − 2x3δ
= −(x1−x3)² + (x1−x3)(δ−ε)
= −(x1−x3)[x1 − x3 − δ + ε]
= −(x1−x3)(x2−x4).

The terms independent of s are

−x1ε² − x3δ² − (t−x1−x3)δε
= −tδε − (ε−δ)(x1ε − x3δ).

Here x1ε − x3δ = x2x3 − x1x4 and ε − δ = x2 + x3 − x1 − x4. Reversing both signs leaves their product unchanged. Finally −s²t − st² + stK = stu, so

Φ = stu − s(x1−x3)(x2−x4) − t(x1−x2)(x3−x4)
 − (x1x4−x2x3)(x1+x4−x2−x3). (2)

Q: All four legs entered on the same footing, yet your form of this cubic, the Kibble function, singles out leg pairs. Can it be written symmetrically in s, t and u?

A: For K > 0 the constant in (2) can be multiplied by (s+t+u)/K = 1. This gives

Φ = stu − αs − βt − γu,
γK = (x1x4−x2x3)(x1+x4−x2−x3).

The coefficients of such a homogeneous linear form are unique on the plane s+t+u = K when K ≠ 0. Since Φ is unchanged when legs are relabelled, exchanging legs 2 and 4, which exchanges s and u, must turn γ into α. Exchanging legs 3 and 4, which exchanges t and u, must turn γ into β:

αK = (x1x2−x3x4)(x1+x2−x3−x4),
βK = (x1x3−x2x4)(x1+x3−x2−x4).

Form (2) also covers K = 0, where all masses vanish and Φ = stu.

Q: A zero marks an edge, but which side is physical?

A: Take the s channel in its centre-of-mass frame, where P = (√s, **0**). Let **k** be the scaled momentum of leg 1 and **q** the physical outgoing momentum of leg 3, so the spatial part of p3 is −**q**. Subtracting from p1 and p3 their parts along P does not change the determinant. What remains is s times a 2×2 spatial determinant with diagonal entries −k², −q² and off-diagonal entries **k**·**q**:

Φ = 4s[k²q² − (**k**·**q**)²] = 4s k²q² sin²θ. (3)

So Φ ≥ 0 for every real event, with equality at θ = 0 or π, or when a momentum vanishes.

Q: That is necessity. Does Φ ≥ 0 guarantee that real momenta exist?

A: Not by itself. Let me first show what does guarantee it. The energy of leg 1 is P·p1/√s = a/(2√s), so

k² = a²/(4s) − x1 = λ/(4s),
λ = a² − 4s x1 = [s − (m1+m2)²][s − (m1−m2)²].

Likewise q² = λ′/(4s), with λ′ = b² − 4s x3 and m3, m4 in place of m1, m2. The angle enters through

B/2 = p1·p3 = −ab/(4s) + kq cosθ,

because leg 3 has physical energy b/(2√s). Multiplication by 4s gives

N ≡ 4s kq cosθ = 2sB + ab
= s(s+2t−K) + δε
= s(t−u) + (x1−x2)(x3−x4).

Now form λλ′ − N² from the algebraic definitions. The terms a²b² cancel, leaving

λλ′ − N² = 4s[4s x1x3 − x3a² − x1b² − sB² − abB] = 4sΦ. (4)

The last step is (1). Equation (4) holds for any s and t, physical or not.

Suppose s > 0 lies above both thresholds, s > (m1+m2)² and s > (m3+m4)². Then λ and λ′ are positive, and Φ ≥ 0 implies |N| ≤ √(λλ′). The number cosθ = N/√(λλ′) is a legitimate cosine. The energies are non-negative too: for leg 1, s + x1 − x2 ≥ 2m1(m1+m2), and the other legs follow by relabelling. We can therefore construct the event. At the higher threshold λλ′ = 0, so Φ ≥ 0 forces N = 0 and leaves a single t.

The s-channel region is thus

Φ ≥ 0 and s ≥ max[(m1+m2)², (m3+m4)²], s > 0.

Relabelling gives the t channel with thresholds (m1+m3)² and (m2+m4)², and the u channel with (m1+m4)² and (m2+m3)².

Q: Is the threshold condition more than a precaution?

A: It is essential. Take four equal masses and s = t = u = 4m²/3. Then Φ = stu = 64m⁶/27 ≈ 2.370m⁶, which is positive. The Gram matrix has diagonal entries m² and off-diagonal entries (4m²/3 − 2m²)/2 = −m²/3. Its eigenvalues are m²/3, 4m²/3 and 4m²/3. Three positive eigenvalues would require three independent, mutually orthogonal timelike directions, and Minkowski space has only one time direction. No real momenta exist there.

A positive Φ can also describe a decay. With masses 5, 1, 1, 1, the heavy leg can decay into three light ones of equal energy 5/3. This gives s = t = u = 25 + 1 − 2·5·(5/3) = 28/3, below the scattering threshold 36. The momenta are real, but the event belongs to none of the three scattering channels.

Q: Show me a case where the general cubic does not simplify.

A: Take a model with rest energies 300000, 100000, 200000 and 150000 eV for legs 1 to 4, and a total centre-of-mass energy of 800000 eV. In units of 10¹⁰ eV², x = (9, 1, 4, 2.25), s = 64 and K = 16.25. The threshold is 16, so the channel is open. Equation (2), with u = −47.75 − t, becomes

Φ = 64t(−47.75−t) + 400 − 14t − 101.5625
= −64t² − 3070t + 298.4375.

Its roots are t = −48.0658 and t = 0.0970. The allowed interval lies between them, since the quadratic opens downward. A small positive t is permitted here because Φ at t = 0 is 400 − 101.5625 > 0. The term −s(x1−x3)(x2−x4) = 400 is positive because leg 3 is lighter than leg 1 while leg 4 is heavier than leg 2. Had both masses risen, or both fallen, that term would be negative, and at large s the point t = 0 would lie outside the interval. In neither case is the line t = 0 part of the boundary; the boundary curve can only meet it at a single value of s.

The interval also measures phase space. At fixed s, N changes by 2s dt, so

dcosθ = 2s dt/√(λλ′).

Two-body phase space, uniform in cosθ, is therefore uniform in t. A cross section need not be, since the squared amplitude may depend on t. The total length of the interval is √(λλ′)/s, here 0.0970 + 48.0658 = 48.1628 in the same units.

Q: Now put in Compton scattering. Why should a cubic break into a line and a hyperbola?

A: Let legs 1 and 3 be the electron and legs 2 and 4 the photon, so x1 = x3 = m² and x2 = x4 = 0. In (2), the coefficient of s vanishes because x1 = x3. The coefficient of t is −m²·m². The last term vanishes because both x1x4 and x2x3 are zero. Therefore

Φ = stu − m⁴t = t(su − m⁴). (5)

The boundary is t = 0 together with su = m⁴.

Q: You just warned me that Φ > 0 can contain unphysical islands. Are there any here?

A: No. Use s + u = 2m² − t and sort the two signs that make Φ positive.

If t < 0 and su < m⁴, then s + u > 2m². At least one of s and u exceeds m². They cannot both be at least m², because su would then be at least m⁴. So exactly one is above the electron-photon threshold m². This gives the interior of the s channel or of the u channel. The latter is Compton scattering again, with the two photon legs exchanged.

If t > 0 and su > m⁴, then s and u have the same sign. If both were positive, s + u ≥ 2√(su) > 2m², which contradicts s + u = 2m² − t < 2m². Both are therefore negative, and −s − u ≥ 2√(su) > 2m². It follows that

t = 2m² − s − u > 4m².

This is the interior of the channel e⁻e⁺ ↔ γγ. For Compton masses, the sign of Φ alone selects the three interiors.

Q: What happens where the line meets the hyperbola?

A: On t = 0 we have u = 2m² − s, hence

su − m⁴ = −(s−m²)².

The double zero shows that the curves touch at s = u = m² without crossing. There the photon energy vanishes, and the two Compton regions meet.

A small photon mass μ shows what this contact conceals. With x2 = x4 = μ², equation (2) gives

Φ = t[su − (m²−μ²)²].

The factorization survives because each particle keeps its mass. But on t = 0 the sum of s and u is 2m² + 2μ² and their product on the hyperbola is (m²−μ²)². The intersections are s = (m−μ)² and s = (m+μ)². Between them, for 0 < μ < m, lies a small lens with t > 0 and Φ > 0, below the thresholds of all three channels. It shrinks to the point of contact as μ → 0.

Q: And if only one photon is off its mass shell?

A: Then the factorization fails. For x1 = x3 = m², x4 = 0 and x2 ≠ 0,

Φ = stu − m²(m²−x2)t − m²x2².

At t = 0 this equals −m²x2², not zero. Equation (5) assumes a free electron before and after, two real photons, and no further emitted particle.

Q: Can you identify the two factors with angles I could measure?

A: Put the initial electron at rest. Let w and w′ be the incoming and outgoing photon energies divided by c², and θ now the photon angle in this frame. Since p1+p3 = −(p2+p4),

t = 2p2·p4 = −2ww′(1−cosθ).

Also s = m² + 2mw and u = m² − 2mw′. Their sum with t is 2m², so t = −2m(w−w′). Equating the two expressions for t gives

m(w−w′) = ww′(1−cosθ). (6)

For the other factor,

su − m⁴ = (m²+2mw)(m²−2mw′) − m⁴
= 2m³(w−w′) − 4m²ww′
= 2m²ww′(1−cosθ) − 4m²ww′
= −2m²ww′(1+cosθ).

The line t = 0 is forward scattering, and su = m⁴ is backward scattering. The product of the factors is 4m²w²w′² sin²θ. At fixed s, inserting u = m⁴/s into t = 2m² − s − u gives the backward end of the interval:

−(s−m²)²/s ≤ t ≤ 0. (7)

For w much smaller than m, the lower end tends to −4w², the value for a photon reversing its momentum with almost no energy loss. For s much larger than m², the backward value u = m⁴/s tends to zero, so t approaches 2m² − s and t/s tends to −1.

Dividing (6) by mww′ gives 1/w′ − 1/w = (1−cosθ)/m. With ħ = 1 the wavelength is 2π/(wc), so

λ_out − λ_in = (2π/mc)(1−cosθ).

The branch of the hyperbola with s and u positive is thus the curve of greatest wavelength shift, 4π/(mc).

Q: Put numbers on that, including a point away from the boundary.

A: Take a 200000 eV photon and a free electron at rest, with rest energy 510998.95 eV. In units of 10¹⁰ eV², m² = 26.1120 and

s = 26.1120 + 2(5.1099895)(2) = 46.5520.

At 60 degrees, (6) gives an outgoing photon energy of

200000/[1 + (200000/510998.95)(0.5)] = 167266.7 eV.

Then, in the same units,

t = −2(2)(1.672667)(0.5) = −3.3453,
u = 26.1120 − 2(5.1099895)(1.672667) = 9.0174.

This gives su/m⁴ = 0.6157. Both factors of Φ are negative and Φ/m⁶ = 0.0492, so the point is inside the region.

At 180 degrees the photon keeps 112184.3 eV, and su/m⁴ = 1. The boundary formula gives

t = −(46.5520−26.1120)²/46.5520 = −8.9747,

the value also found from the explicit momenta. The wavelength grows from 0.061992 to 0.110518 angstrom, a shift of 0.048526 angstrom. At 60 degrees the shift is 0.012132 angstrom, one quarter as large, because 1−cosθ is 0.5 instead of 2.

In the forward direction su/m⁴ is 0.3873, not 1. Φ vanishes there through its other factor, t.

Q: The hyperbola has a second branch. Does it also mean collinear photons in annihilation?

A: Yes, collinear with the incoming pair. The symbols ε and β now take new meanings: in the centre-of-mass frame the electron and positron each have scaled energy ε and speed βc, so ε²β² = ε² − m². Each photon then has scaled energy ε. With θ the angle between photon 2 and the electron,

t = 4ε²,
s = m² − 2ε²(1−β cosθ),
u = m² − 2ε²(1+β cosθ).

Multiplying the last two lines,

su − m⁴ = (m²−2ε²)² − 4ε⁴β²cos²θ − m⁴
= 4ε²(ε²−m²) − 4ε⁴β²cos²θ
= 4ε⁴β² sin²θ.

Above threshold this vanishes at θ = 0 and π. At threshold β = 0, the range closes to s = u = −m², t = 4m².

For leptons of 600000 eV each, t = 144.0000 in units of 10¹⁰ eV², above the threshold 104.4480. On the boundary s + u = 52.2240 − 144.0000 = −91.7760 and su = m⁴. The solutions are

s = −45.8880 ± √(45.8880² − 26.1120²),

or −83.6222 and −8.1538. At 90 degrees s = u = −45.8880 and su/m⁴ = 3.0883. Now both factors of Φ are positive, whereas both were negative for Compton scattering. The numerical output lists these values with the other cases.

Calculated quantities

```
COMPTON CHANNEL, electron initially at rest
electron rest energy: 510998.95 eV
incident photon energy: 200000.0 eV
incident wavelength: 0.061992 angstrom
m^2: 26.1120 10^10 eV^2
s: 46.5520 10^10 eV^2
scattering angle: 0 degrees
  scattered photon energy: 200000.0 eV
  wavelength shift: 0.000000 angstrom
  t: 0.0000 10^10 eV^2
  u: 5.6720 10^10 eV^2
  s u/m^4: 0.387255 (dimensionless)
  Phi/m^6: 0.000000 (dimensionless)
scattering angle: 60 degrees
  scattered photon energy: 167266.7 eV
  wavelength shift: 0.012132 angstrom
  t: -3.3453 10^10 eV^2
  u: 9.0174 10^10 eV^2
  s u/m^4: 0.615655 (dimensionless)
  Phi/m^6: 0.049240 (dimensionless)
scattering angle: 180 degrees
  scattered photon energy: 112184.3 eV
  wavelength shift: 0.048526 angstrom
  t: -8.9747 10^10 eV^2
  u: 14.6468 10^10 eV^2
  s u/m^4: 1.000000 (dimensionless)
  Phi/m^6: 0.000000 (dimensionless)
lower t limit from the boundary: -8.9747 10^10 eV^2
ANNIHILATION CHANNEL, centre-of-mass frame
energy of each lepton: 600000.0 eV
threshold 4 m^2: 104.4480 10^10 eV^2
t: 144.0000 10^10 eV^2
lower s limit: -83.6222 10^10 eV^2
upper s limit: -8.1538 10^10 eV^2
s = u at 90 degrees: -45.8880 10^10 eV^2
s u/m^4 at 90 degrees: 3.088292 (dimensionless)
UNEQUAL-MASS MODEL, s channel
rest energy of leg 1: 300000.0 eV
rest energy of leg 2: 100000.0 eV
rest energy of leg 3: 200000.0 eV
rest energy of leg 4: 150000.0 eV
total centre-of-mass energy: 800000.0 eV
s: 64.0000 10^10 eV^2
s threshold: 16.0000 10^10 eV^2
lower t root of the cubic: -48.0658 10^10 eV^2
upper t root of the cubic: 0.0970 10^10 eV^2
EQUAL MASSES, s=t=u=4m^2/3
Phi/m^6: 2.370370 (dimensionless)
Gram eigenvalue 1/m^2: 0.333333 (dimensionless)
Gram eigenvalue 2/m^2: 1.333333 (dimensionless)
Gram eigenvalue 3/m^2: 1.333333 (dimensionless)
```
